# Redundant Solution of the Projected Eigenproblem Can Corrupt Distributed Ritz Vectors

A parallel eigensolver reaches a point at which a small dense matrix is known to every process and must be diagonalized. Either every process diagonalizes its own copy, or one process does so and broadcasts the eigenvectors. The first choice saves a communication step and a few lines of code. It is sound if all processes are guaranteed to obtain the same eigenvectors bit for bit. If their copies of the matrix, or the arithmetic of their solvers, agree only to rounding, the eigenvectors may differ by far more, and the large vectors built from them can be wrong by amounts that have nothing to do with rounding, while several customary checks report that all is well.

## The belief and its appeal

Let $H$ be a real symmetric matrix of order $N$, and let $V$ be an $N\times m$ matrix with orthonormal columns, $m\ll N$. The rows of $V$ and of $W=HV$ are shared out among processes. The matrix $P_p$ keeps the rows owned by process $p$ and sets the others to zero, so that

$$P_pP_q=\delta_{pq}P_p,\qquad \sum_pP_p=1 .$$

The projected matrix is a sum of local contributions,

$$G=V^TW=\sum_p V^TP_pW ,$$

and its eigenvectors, the columns of $C$ in $GC=C\Theta$, give the Ritz vectors $X=VC$. Process $p$ needs only its own rows, $P_pX=(P_pV)C$. Once $C$ is known, no communication is required.

The belief is this: every process has the same $G$, the small problem is cheap and stable, so each process may solve it for itself. The eigenvalues support this view. Suppose that process $p$ holds $G+E_p$, where $E_p$ is symmetric and contains rounding differences. For any unit vector $c$,

$$|c^T(G+E_p)c-c^TGc|=|c^TE_pc|\le\|E_p\| .$$

The $k$-th eigenvalue is the minimum, over all $k$-dimensional subspaces, of the maximum of this quotient within the subspace. Shifting every quotient by at most $\|E_p\|$ shifts every maximum, and then the minimum, by at most $\|E_p\|$. Hence

$$|\theta_k^{(p)}-\theta_k|\le\|E_p\| .$$

The rounding errors of a backward stable solver can be included in $E_p$. The processes therefore agree on the eigenvalues to rounding. The belief fails because eigenvectors carry no such guarantee.

## What the small problem leaves undetermined

If $c$ is a normalized real eigenvector, so is $-c$. Nothing in the equation selects one of them; the sign comes from the details of the algorithm. For a degenerate level, any orthogonal mixture of the eigenvectors is equally valid.

Near-degeneracy shows how the second freedom is opened by rounding. Take

$$G=\begin{pmatrix}a&e\\ e&a+g\end{pmatrix},\qquad
u=\begin{pmatrix}\cos\varphi\\-\sin\varphi\end{pmatrix},\quad
v=\begin{pmatrix}\sin\varphi\\ \cos\varphi\end{pmatrix}.$$

The vectors $u$ and $v$ are eigenvectors if $u^TGv=0$. Multiplying out,

$$u^TGv=a\sin\varphi\cos\varphi+e\cos^2\varphi-e\sin^2\varphi-(a+g)\sin\varphi\cos\varphi .$$

The terms in $a$ cancel, and the double-angle formulas give

$$e\cos2\varphi-\tfrac12g\sin2\varphi=0,\qquad \tan2\varphi=\frac{2e}{g}.$$

For $g\gg|e|$ the rotation is about $e/g$ and harmless. With a coupling of $10^{-12}$ eV and a gap of $10^{-9}$ eV it is $0.057^\circ$. When the gap is also $10^{-12}$ eV, it is $\tfrac12\arctan2=31.7^\circ$. In an exactly degenerate level both $e$ and $g$ consist of rounding errors, and their ratio can be anything.

To leading order, then, process $p$ obtains

$$C^{(p)}=C\,Q_p ,$$

where $Q_p$ is orthogonal and acts within each group of equal eigenvalues. For a simple level it is a sign, $+1$ or $-1$.

## How a rounding error reverses a sign

It may seem that a change of $10^{-16}$ cannot reverse the sign of a well-separated eigenvector. It can, because the algorithm contains discontinuous choices. The LAPACK solvers used here begin by reducing the matrix to tridiagonal form with Householder reflections. Consider a column part $(\alpha,\xi)^T$ in which $\xi$ is to be removed. If $\xi$ is exactly zero, the routine does nothing. Otherwise it maps the column part to $(\beta,0)^T$ with

$$\beta=-\operatorname{sign}(\alpha)\sqrt{\alpha^2+\xi^2},\qquad R=1-\tau ww^T,$$

$$w=\begin{pmatrix}1\\ \xi/(\alpha-\beta)\end{pmatrix},\qquad \tau=\frac{\beta-\alpha}{\beta}.$$

For $|\xi|\ll|\alpha|$ we have $\beta\approx-\alpha$, hence $\tau\approx2$ and $R\approx\mathrm{diag}(-1,1)$. An entry of $10^{-17}$ thus produces a complete reflection where an exact zero produces none.

This was tested on a $3\times3$ matrix with three separate eigenvalues. Replacing its zero corner entry by $10^{-17}$ changed $\tau$ from 0 to 2 and the determinant of the eigenvector matrix from $-1$ to $+1$. Since the eigenvectors are otherwise unchanged to rounding, $C'\approx CS$ with a diagonal matrix $S$ of signs, and $\det S=-1$ means that an odd number of columns changed sign.

Exact zeros of this kind arise from symmetry. Suppose that four processes hold mirror-symmetric strips of space, and that one element of $G$ connects an even with an odd function. The local contributions are then $a,b,-b,-a$, provided that the mirror symmetry holds bit for bit, which requires exactly mirrored functions and local sums whose rounding does not depend on the order of the rows. If every process gathers them and adds its own first, then the others in rank order, process 1 forms $((a+b)-b)-a$, which may leave a rounding error. Process 4 forms $((-a+a)+b)-b$, which is exactly zero. Both sums are correct to rounding, but the solver treats them differently.

## What is assembled

Process $p$ computes $P_pVC^{(p)}=P_pXQ_p$, so the distributed result is

$$X'=\sum_pP_pXQ_p .$$

If all $Q_p$ equal a common $Q$, then $X'=XQ$, which is a legitimate set of Ritz vectors. If they differ, $X'$ is in general not of the form $VB$ for any single matrix $B$: it has left the space in which the calculation was done. Its Gram matrix is

$$X'^TX'=\sum_{p,q}Q_p^TX^TP_pP_qXQ_q=\sum_pQ_p^T(X^TP_pX)Q_p ,$$

where $P_pP_q=\delta_{pq}P_p$ removed the cross terms. The matrices $X^TP_pX$ add up to the unit matrix, but after different rotations they need not.

For a single simple level, let $s_p=\pm1$ be the signs and $S=\sum_ps_pP_p$. Then $x'=Sx$ and $S^2=1$. Split $x=f+b$, where $f$ contains the rows with sign $+1$ and $b$ those with sign $-1$, so that $x'=f-b$. With $H$ symmetric,

$$x^THx=f^THf+b^THb+2f^THb,$$
$$x'^THx'=f^THf+b^THb-2f^THb .$$

Subtraction gives the energy error

$$\Delta E=x'^THx'-x^THx=-4f^THb .$$

It is governed by the coupling of $H$ between the two groups of rows, and the size of the original rounding error does not appear in it. If $H$ does not couple the groups, the flip leaves the energy unchanged. It can still spoil the orthogonality to other Ritz vectors, because Ritz vectors, the flipped one included, are in general not exact eigenvectors of $H$.

## Why customary checks stay silent

A solver can avoid a fresh application of $H$ by combining the stored rows of $W$ with the same coefficients as those of $V$. For a simple level with $x=Vc$ and $w=Wc=Hx$, this gives $w'=Sw$. Four quantities are then blind to the flip:

- The norm: $x'^Tx'=x^TS^2x=1$.
- The density on the grid: each component changes at most its sign, so its square is unchanged.
- The recombined Rayleigh quotient: $x'^Tw'=x^TS^2w=\theta$.
- The recombined residual: $w'-\theta x'=S(w-\theta x)$, which has the same norm as $w-\theta x$.

The fault is that $w'$ is no longer $Hx'$. Their difference is

$$Hx'-w'=HSx-SHx=(HS-SH)x ,$$

and it appears when $H$ is freshly applied to $x'$, communication between neighbours included.

A complete degenerate level, with common value $\theta$, behaves similarly. Each row of $X'$ is a row of $X$ multiplied by an orthogonal matrix, so the density summed over the level with equal occupations is unchanged. The recombined residual on process $p$ is $P_p(WC-\theta X)Q_p$, whose Frobenius norm does not depend on $Q_p$. Individual norms may change, but their squares still add up to the number of vectors.

Overlaps between columns can reveal the damage, though not in every case. If process $p$ reverses all columns together, $Q_p=s_p1$, then $X'^TX'=\sum_ps_p^2X^TP_pX=1$. The assembled vectors are perfectly orthonormal and still wrong.

## The price of a cut on a grid

Let the rows be points of a grid with spacing $h$, and let the kinetic energy be the standard second difference. In atomic units, neighbouring points are coupled by $-t$ with $t=1/(2h^2)$. Each link between a point L of one sign and a point R of the other contributes $-t\psi_L\psi_R$ to $f^THb$, so

$$\Delta E=4t\sum_{\text{links}}\psi_L\psi_R .$$

The grid vector has unit sum of squares. For a straight cut perpendicular to $x$, the sum of $\psi_L\psi_R$ along the cut is therefore approximately $h\,n$, where $n$ is the probability per unit length in $x$ at the cut. This gives

$$\Delta E\approx4\cdot\frac1{2h^2}\cdot hn=\frac{2n}{h}.$$

Where $n\neq0$, and once the grid resolves the function near the cut, further refinement makes the error larger. The assembled function then has a jump, and a function with a jump has no finite kinetic energy in the continuum.

The residual grows faster still. At L, the fresh application of $H$ contains the neighbour's contribution with the wrong sign, so $|Hx'-w'|=2t|\psi_R|$ there, and likewise $2t|\psi_L|$ at R. Summing the squares over a single cut,

$$\|Hx'-w'\|=2t\Big[\sum_{\text{links}}(\psi_L^2+\psi_R^2)\Big]^{1/2}\approx\frac{\sqrt{2hn}}{h^2}=\sqrt{2n}\,h^{-3/2}.$$

The picture changes if the distributed rows are plane-wave coefficients. The kinetic energy is then diagonal and commutes with $S$, so the error comes from the potential. The norm is still preserved, but the density in real space is not protected, because each of its values mixes coefficients from all processes.

## A sign flip in numbers

Consider one electron in a two-dimensional isotropic oscillator with $\hbar\omega=2$ eV, on an $80\times80$ grid of spacing 0.25 Å. The oscillator length is $\ell=1.952$ Å, which means $\hbar^2/m=\hbar\omega\,\ell^2=7.62$ eV Å$^2$ and

$$t=\frac{7.62}{2\times0.25^2}=60.96\ \text{eV}.$$

Four processes own strips separated at $x=-2$, 0 and 2 Å. They add the contributions to $G$ in the own-first order described above, and this is the only source of differences between their copies. The basis spans the ground state, the radially excited state and one p-like state of the continuum oscillator, sampled on the grid; the two even functions are mixed by an angle.

Of 41 mixing angles between 0.2 and 0.7 rad, 26 gave a sign disagreement. This frequency belongs to a setup that favours exact zeros: the basis functions are mirrored bit for bit, and each local contribution is summed with a single final rounding. With ordinary dot products for the local contributions and the same solver, only 2 or 3 of the 41 angles give a disagreement. The count is no general estimate. The first such case, at 0.2 rad, serves as the example. The copies of $G$ differ by at most $4.4\times10^{-16}$ eV, and so do the Ritz values, which are 1.998, 3.994 and 5.986 eV. The symmetry-forbidden element is $-1.1\times10^{-16}$ eV on processes 1 and 2 and zero on processes 3 and 4. The third vector has signs $+,+,-,-$, the same division. The two halves of space have been joined with opposite signs.

The assembled vector has norm 1 to twelve decimals. Its recombined Rayleigh quotient is 5.986 eV, and its recombined residual norm is 0.018 eV, equal to that of the sound vector. Its true energy is 19.057 eV. The error is

$$19.057-5.986=13.071\ \text{eV}\quad(0.480\ \text{hartree}),$$

more than twice the Ritz value itself. The link formula gives the same 13.071 eV.

The continuum estimate explains the size. The radially excited state is $[\phi_2(x)\phi_0(y)+\phi_0(x)\phi_2(y)]/\sqrt2$, where $\phi_k$ are the one-dimensional oscillator functions. Integration over $y$ removes the cross term, because $\phi_0$ and $\phi_2$ are orthogonal, and leaves $n(x)=\tfrac12[\phi_2(x)^2+\phi_0(x)^2]$. At the origin $\phi_0^2=1/(\sqrt\pi\,\ell)=0.289$ Å$^{-1}$ and $\phi_2^2$ is half of that, so $n(0)=0.217$ Å$^{-1}$. Restoring units,

$$\frac{2\hbar^2n}{mh}=\frac{2\times7.62\times0.217}{0.25}\approx13.2\ \text{eV},$$

about 1% above the computed error.

The residual follows as well. The link sum is $13.071/(4\times60.96)=0.0536$. The state is even in $x$, so $\psi_L=\psi_R$ at the central cut, and

$$\|Hx'-w'\|=2\times60.96\times\sqrt{2\times0.0536}=39.9\ \text{eV}.$$

The true residual norm is 39.92 eV, where the recombined one reports 0.018 eV. Here an overlap check would have helped: the largest error in the Gram matrix is 0.40.

The growth with refinement was tested separately on the one-dimensional ground state, cut at its centre. The cost is 17.5 eV at a spacing of 0.25 Å and 35.2 eV at 0.125 Å, within 1% of $2n/h$ in both cases.

## A rotation in numbers

For the degenerate case the basis has six oscillator functions, mixed by a random orthogonal matrix. It contains a p-like pair at 3.994 eV that is degenerate by the symmetry of the grid. Of 60 random mixings, 43 gave a rotation of more than $5^\circ$ between processes; this count, like the count for two drivers given later, moves by a few when the rounding details or the random mixings change. The case examined was selected from these for its rotation close to $45^\circ$, so it shows what can happen and not what is typical. The Ritz values agree to $9\times10^{-15}$ eV. Relative to process 1, the first vector of the pair is turned by $0^\circ$, $0^\circ$, $44.4^\circ$ and $55.2^\circ$ on the four processes.

The recombined residual norm of the pair is 0.014 eV; the true one is 18.1 eV. The $2\times2$ Gram block of the pair alone gives a much weaker warning: the squared norms are 0.980 and 1.020, and the overlap is 0.032. The reason is again symmetry. Both functions are odd under inversion, so their products are even, and each half-plane contributes exactly half of the unit matrix to $X^TX$. If the whole right half were turned by one common $Q$, the Gram matrix would be $\tfrac12+\tfrac12Q^TQ=1$, with no error at all. The small deviation arises because processes 3 and 4 are turned differently. This protection holds only within the pair. Over the right half-plane the function $\phi_1(x)\phi_0(y)$ overlaps the ground state by $\int_0^\infty\phi_0\phi_1\,dx=1/\sqrt{2\pi}=0.40$, over the left by $-0.40$, and $\phi_0(x)\phi_1(y)$ not at all. Turning the right half by an angle $\varphi$ spoils this cancellation and leaves overlaps of combined size $2\sin(\varphi/2)\times0.40$, about 0.3 for $\varphi$ near $45^\circ$ (more if either the ground state or the pair also changes sign there). The estimate holds for a rotation of one half against the other; if mirror-image strips are turned alike, their contributions cancel again and this overlap vanishes. These overlaps are not listed in the numerical output, but they show that an orthogonality check must include all vectors, not only those of the level.

## What to do instead

The direct cure is to solve the small problem once and broadcast $C$. This costs $m^2$ numbers, or 8 megabytes in double precision for $m=1000$. The other processes would have spent the same time on their own diagonalization, so the added cost is the broadcast. In both examples it restores the sound result: an energy of 5.986 eV in the first and a true residual of 0.014 eV in the second.

Two weaker remedies deserve their limits. One may fix signs by making the largest component of each column of $C$ positive. This repairs the first example. It can fail when two components of opposite sign are nearly equal in magnitude, since rounding then decides which is the largest. It also cannot undo a rotation: in the second example the true residual remains 18.1 eV.

One may instead broadcast $G$, so that all processes start from identical bits. This suffices if they also follow an identical deterministic path through the same routine. Without that condition it does not. Two standard LAPACK drivers, given the same $G$ from the second example's scan, returned opposite signs for the lowest vector in 27 of 60 cases. If the reduction delivers identical bits everywhere and the solvers follow identical paths, redundant solution works; the guarantee ends when a library, a processor type or a thread count differs between processes.

Redundant solution remains acceptable for quantities in which the freedom cancels. Eigenvalues are one example. Another is the small matrix that projects on a complete, well-separated group of eigenvectors, if each process forms it from its own copy, because $(CQ_p)(CQ_p)^T=CQ_pQ_p^TC^T=CC^T$. The same product formed from the assembled rows is not safe: its block between processes $p$ and $q$ is $P_pXQ_pQ_q^TX^TP_q$, in which the rotations cancel only if they are equal. Where the vectors themselves are needed, the processes must share one $C$, and what was actually assembled should be tested by a fresh application of $H$ to the final vectors, together with the overlaps among all of them. The values used here are listed in the numerical output below.

## Table of computed values

```
oscillator quantum: 2.00 eV
oscillator length: 1.9519 angstrom
grid spacing: 0.250 angstrom
grid points per side: 80
strip boundaries: [-2.0, 0.0, 2.0] angstrom
reflector factor, entry 0 and 1e-17: 0.0, 2.0
det of eigenvectors, same two: -1.0, 1.0
rotation, coupling 1e-12 eV, gap 1e-12 eV: 31.7165 degrees
rotation, coupling 1e-12 eV, gap 1e-10 eV: 0.5729 degrees
rotation, coupling 1e-12 eV, gap 1e-09 eV: 0.0573 degrees
A: mixing angles scanned: 41
A: scans with a sign disagreement: 26
A: mixing angle of case shown: 0.2000 rad
A: forbidden element G31 by process: -1.11e-16, -1.11e-16, 0.00e+00, 0.00e+00 eV
A: largest difference between copies of G: 4.4e-16 eV
A: largest difference of Ritz values: 4.4e-16 eV
A: three Ritz values: [1.99795 3.99386 5.98569] eV
A: flipped column (1 = lowest): 3
A: signs by process: [ 1  1 -1 -1]
A: sign changes at x: [0.0] angstrom
A: norm of assembled vector: 1.000000000000
A: largest change of point density: 8.7e-19
A: recombined Rayleigh quotient: 5.98569 eV
A: sound residual norm: 0.01830 eV
A: recombined residual norm: 0.01830 eV
A: true residual norm: 39.917 eV
A: true energy of assembled vector: 19.0571 eV
A: energy error: 13.0714 eV
A: energy error converted: 0.48037 hartree
A: energy error from link formula: 13.0714 eV
A: largest Gram matrix error: 0.3992
A: energy after sign convention: 5.98569 eV
A: energy after broadcast of C: 5.98569 eV
central cut, spacing 0.25 angstrom: computed, 2n/h law: 17.548, 17.620 eV
central cut, spacing 0.125 angstrom: computed, 2n/h law: 35.204, 35.240 eV
B: random mixings scanned: 60
B: scans with rotation above 5 degrees: 43
B: degenerate Ritz value: 3.99386 eV
B: computed splitting of the pair: 8.9e-16 eV
B: largest difference of Ritz values: 8.9e-15 eV
B: rotation by process: [ 0.    0.   44.36 55.18] degrees
B: squared norms of the pair: [0.9797 1.0203]
B: overlap within the pair: 0.0322
B: largest change of summed density: 8.2e-18
B: recombined residual norm: 0.01377 eV
B: true residual norm: 18.112 eV
B: true residual after sign convention: 18.112 eV
B: true residual after broadcast of C: 0.01377 eV
B: same G, two LAPACK drivers, lowest vector flipped: 27 of 60
```
